\section*{How shear toughening can stop buckle sides while the front advances}

\section{What constant toughness predicts}

A compressed film that has lifted off its substrate along a strip can lengthen at its front while its two sides stand still. Suppose the interface had one toughness, the same for opening and for sliding. An energy count then gives a contradiction: whenever enough energy is released to move the front, the sides are driven harder than the front and must move too. A straight buckle of fixed width could not grow in length.

The missing ingredient is the dependence of toughness on the mixture of opening and shear at the crack tip. Three contributions are isolated below: the change of the driving force as the buckle widens, the change of crack mode at the side, and the energy budget of the front. They are then weighed in one example.

The film has thickness $h$, Young modulus $E$, Poisson ratio $\nu$ and equibiaxial compressive stress $\sigma>0$. The substrate is deep and has the same elastic constants. The film is a shallow von K\'arm\'an plate with clamped edges, growth is quasi-static, and the crack faces are open. Write $E'=E/(1-\nu^2)$ and $D=E'h^3/12$.

\section{First contribution: the driving force}

\subsection{The buckled strip}

Let $x$ run across a long strip, $|x|<b$, with deflection $w$ and in-plane displacement $u$ measured from the flat, stressed film. The longitudinal strain stays fixed. The transverse membrane force
\begin{equation}
N=-\sigma h+E'h\left(u'+\tfrac12 w'^2\right)
\end{equation}
is uniform, because no traction acts on the film faces. Bending equilibrium, $Dw''''-Nw''=0$, with $w=w'=0$ at $x=\pm b$, has the lowest solution
\begin{equation}
w=\frac{\xi h}{2}\left(1+\cos\frac{\pi x}{b}\right),\qquad
-N=\frac{\pi^2D}{b^2}\equiv\sigma_c h,\qquad
\sigma_c=\frac{\pi^2E'}{12}\frac{h^2}{b^2}.
\end{equation}
Averaging $N$ over the width removes $u'$, since $u(\pm b)=0$. The mean of $\frac12w'^2$ is $\pi^2\xi^2h^2/(16b^2)$, so
\begin{equation}
\sigma-\sigma_c=E'\frac{\pi^2\xi^2h^2}{16b^2}=\tfrac34\sigma_c\xi^2,
\qquad \xi^2=\tfrac43\left(\frac{\sigma}{\sigma_c}-1\right).
\label{amp}
\end{equation}

\subsection{Front and side release rates}

At fixed longitudinal strain, the variable part of the membrane energy per area is $N^2/(2E'h)$. It falls from $\sigma^2h/(2E')$ to $\sigma_c^2h/(2E')$. The mean bending energy is
\begin{equation}
\frac{D\pi^4\xi^2h^2}{16b^4}=\sigma_ch\,\frac{\pi^2\xi^2h^2}{16b^2}
=\frac{\sigma_c(\sigma-\sigma_c)h}{E'} .
\end{equation}
The energy released per unit area of new strip is therefore
\begin{equation}
G_{ss}=\frac{h}{2E'}\left[\sigma^2-\sigma_c^2-2\sigma_c(\sigma-\sigma_c)\right]
=G_0(1-s)^2,
\end{equation}
where $G_0=\sigma^2h/(2E')$ and $s=\sigma_c/\sigma=(b_0/b)^2$. The half-width $b_0$ is the one at which the straight buckle first appears. When a front of fixed shape advances by $da$, the energy $2bG_{ss}\,da$ is released along it, so $G_{ss}$ is the average of the local release rate over the projected width of the front.

If instead both sides move outward by $db$, the release per unit length is $d(2bG_{ss})=2G_{side}\,db$. Using $b\,ds/db=-2s$,
\begin{equation}
G_{side}=G_0\left[(1-s)^2+4s(1-s)\right]=G_0(1-s)(1+3s).
\label{side}
\end{equation}
This rises from zero at $b_0$ to $\frac43G_0$ at $s=\frac13$, that is at $b=\sqrt3\,b_0$, and then falls toward $G_0$. For every buckled width it exceeds $G_{ss}$ by $4s(1-s)G_0$.

\subsection{Why this contribution is not enough}

The front can advance only if its width-averaged toughness $\bar\Gamma_f$ is at most $G_{ss}$. The sides rest only if $G_{side}\le\Gamma_{side}$. Together,
\begin{equation}
\frac{\Gamma_{side}}{\bar\Gamma_f}\ \ge\ \frac{G_{side}}{G_{ss}}
=\frac{1+3s}{1-s}=\frac{\sigma+3\sigma_c}{\sigma-\sigma_c}>1 .
\label{contrast}
\end{equation}
A constant toughness has ratio one and fails. The decline of $G_{side}$ beyond its peak can still stop the sides if the constant toughness lies between $G_0$ and $\frac43G_0$. But then $G_{ss}<G_0<\Gamma$, and the front is stopped as well.

\section{Second contribution: the mode at the side}

\subsection{Edge moment and edge force}

The flat prestressed state puts no traction on the interface, so only the changes load the crack. They are the edge moment $M=Dw''(b)$ and the released compression $\Delta N=(\sigma-\sigma_c)h$. From the deflection and (\ref{amp}),
\begin{equation}
M=\frac{D\pi^2\xi h}{2b^2}=\tfrac12\xi\sigma_ch^2,\qquad
\Delta N=\tfrac34\xi^2\sigma_ch .
\end{equation}
The detached film stores the energy of these loads, while the deep substrate stores none per unit length in the limit considered:
\begin{equation}
G=\frac{M^2}{2D}+\frac{\Delta N^2}{2E'h}
=\frac{1}{2E'h}\left(\frac{12M^2}{h^2}+\Delta N^2\right).
\label{edge}
\end{equation}
The membrane term equals $G_0(1-s)^2=G_{ss}$, and the bending term equals $4s(1-s)G_0$. The extra drive on the side is thus its bending part. Define
\begin{equation}
t=\frac{h\,\Delta N}{\sqrt{12}\,M}=\frac{\sqrt3}{4}\,\xi
=\frac12\sqrt{\frac{\sigma}{\sigma_c}-1}.
\label{t}
\end{equation}
The required contrast (\ref{contrast}) is then $1+1/t^2$.

\subsection{From loads to phase angle}

The stress intensities obey $G=(K_I^2+K_{II}^2)/E'$ and are linear in $M$ and $\Delta N$. Because (\ref{edge}) has no product $M\Delta N$, the vectors $(K_I,K_{II})$ of the two loads are perpendicular. Let bending alone have phase $-(90^\circ-\omega)$: it opens the crack and, by stretching the underside of the film, slides the film inward, which is negative $K_{II}$ here. The released compression also pulls the film inward. This selects the perpendicular direction with negative $K_{II}$, and gives
\begin{align}
K_I&=\frac{1}{\sqrt{2h}}\frac{\sqrt{12}M}{h}\left(\sin\omega-t\cos\omega\right),\\
K_{II}&=-\frac{1}{\sqrt{2h}}\frac{\sqrt{12}M}{h}\left(\cos\omega+t\sin\omega\right).
\end{align}
With $\psi=\arctan(K_{II}/K_I)$,
\begin{equation}
|\psi|=90^\circ-\omega+\arctan t .
\label{psi}
\end{equation}
Widening lowers $\sigma_c$, raises $t$ and turns the crack toward shear. Bending alone would leave the angle independent of width; the growing share of membrane force causes the turn. Opening vanishes at $t=\tan\omega$, or $\sigma/\sigma_c=1+4\tan^2\omega$. Beyond this the faces touch and (\ref{psi}) no longer applies.

\subsection{The angle $\omega$}

This angle belongs to a crack at depth $h$ below a free surface. Take $h=1$ and represent the crack by opening and sliding edge dislocations. In units of $E'/4\pi$, each gives $1/d$ for its own traction at distance $d$ in an infinite body. At the level of the free surface its tractions are the real parts of $\int_0^\infty(\hat N,\hat S)e^{ikd}dk$, with
\begin{align}
\text{opening:}\quad&\hat N=-i(1+k)e^{-k},& \hat S&=-ke^{-k},\\
\text{sliding:}\quad&\hat N=-ke^{-k},& \hat S&=-i(1-k)e^{-k}.
\end{align}
They are cancelled by an Airy function $k^{-2}[\hat N+k(\hat N+i\hat S)\eta]e^{-k\eta+ikd}$, where $\eta$ is depth. Differentiating it at $\eta=1$ adds the normal and shear amplitudes
\begin{equation}
-\left[(1+k)\hat N+ik\hat S\right]e^{-k},\qquad
-\left[ik\hat N+(1-k)\hat S\right]e^{-k}.
\end{equation}
Inserting the two dislocations gives the kernels
\begin{align}
\kappa_{\pm}(d)&=\frac1d-\int_0^\infty(1\pm2k+2k^2)e^{-2k}\sin kd\,dk,\\
\kappa_\times(d)&=\int_0^\infty2k^2e^{-2k}\cos kd\,dk .
\end{align}
Here $\kappa_+$ is normal traction from opening, $\kappa_-$ shear from sliding, $\kappa_\times$ normal traction from sliding, and $-\kappa_\times$ shear from opening. The densities are fixed by the prescribed face tractions and by zero net opening and sliding; they diverge as the inverse square root of the distance to the tip, and the coefficients of this divergence are proportional to $K_I$ and $K_{II}$.

Under uniform pressure the edge moment grows as the square of the crack length and dominates. Extrapolating the phase to a long crack gives $\omega=52.08^\circ$.

A second load tests the combination rule. Let the faces carry an inward shear force $-\tau x/L$ on a film of half-length $L$. Zero net stretch gives $\Delta N=\tau L/3$. Acting at the underside, the force is equivalent to an upward pressure $\tau h/(2L)$, whose clamped-edge moment is $M=\tau hL/6$. Thus $t=1/\sqrt3$, and the predicted phase is $-(37.92^\circ+30^\circ)=-67.92^\circ$. The crack equations give $-68.10^\circ$.

\subsection{A toughness law and a limit}

As a model, take
\begin{equation}
\Gamma=\Gamma_I\left[1+\tan^2((1-\lambda)\psi)\right]
=\frac{\Gamma_I}{\cos^2((1-\lambda)\psi)} .
\end{equation}
For $\lambda=1$ there is no mode dependence; smaller $\lambda$ makes shear more costly.

A necessary condition follows without knowing the mode along the front. Since $t<\tan\omega$ for open faces, the required contrast exceeds $1+\cot^2\omega=1/\sin^2\omega\approx1.61$. The front toughness is at least $\Gamma_I$, and the side toughness is below $\Gamma_I/\cos^2((1-\lambda)90^\circ)$. Hence
\begin{equation}
\cos^2((1-\lambda)90^\circ)<\sin^2\omega
\quad\Longrightarrow\quad \lambda<\frac{\omega}{90^\circ}\approx0.58 .
\end{equation}
For weaker mode dependence, this model has no open-faced buckle with resting sides and a steadily advancing front. Smaller $\lambda$ permits the possibility but does not ensure it.

\section{Third contribution: the front}

The front is curved, and its local mode is not given by the strip solution. Its leading tip is estimated from the edge of a circular buckle of radius $b$. With $\rho=r/b$, $W=w/h$, $\theta=-W'/\rho$ and added radial force $Dg/b^2$, bending equilibrium and in-plane compatibility become
\begin{align}
\theta''+\frac3\rho\theta'&=(g-\Lambda)\theta,\qquad
\Lambda=\frac{\sigma hb^2}{D}=\frac{\pi^2}{s},\\
g''+\frac3\rho g'&=-6(1-\nu^2)\theta^2 .
\end{align}
The first is the once-integrated plate equation. The second follows by eliminating radial displacement from $\varepsilon_r=u'+\frac12w'^2$ and $\varepsilon_\theta=u/r$, with hoop force $(rN_r)'$. The solution is regular at the centre. Clamping gives $\theta(1)=0$, and zero edge displacement gives $g'(1)+(1-\nu)g(1)=0$. The edge loads then yield $t_{tip}=g(1)/(\sqrt{12}\,|\theta'(1)|)$, to be used in (\ref{psi}).

From tip to side, $|\psi|$ is assumed to grow as $(x/b)^2$. This interpolation is an estimate. The energy condition $\bar\Gamma_f\le G_{ss}$ is a necessary condition for advance within the plate model, not a solution for the front shape.

\section{Weighing the contributions}

Take round model parameters: $E=100$~GPa, $\nu=0.3$, $h=500$~nm, $\sigma=1$~GPa, $\Gamma_I=0.10$~J/m$^2$ and $\lambda=0.1$, a strong mode dependence. Then $E'=109.89$~GPa and
\begin{equation}
G_0=\frac{(10^9)^2(5\times10^{-7})}{2(1.0989\times10^{11})}
=2.275\ \mathrm{J/m^2},\qquad b_0=4.75\ \mu\mathrm m .
\end{equation}
The following values, in J/m$^2$ except for the first two columns, trace the widening.
\begin{center}
\begin{tabular}{ccccc}
$b$ ($\mu$m) & $|\psi|$ (deg) & $G_{side}$ & $\Gamma_{side}$ & $G_{ss}$\\
5 & 47.2 & 0.81 & 0.18 & 0.02\\
9 & 76.7 & 3.01 & 0.78 & 1.18\\
11 & 84.1 & 2.89 & 1.65 & 1.50\\
13 & 89.8 & 2.76 & 3.90 & 1.71
\end{tabular}
\end{center}

The condition $G_{side}=\Gamma_{side}$ has two roots. At $4.80\,\mu$m the drive overtakes the toughness, so a slightly wider side runs. At $12.28\,\mu$m the toughness overtakes the drive, and this balance is stable against a uniform change of width. Stability against waviness is a different matter, taken up in the last section. There $s=0.150$ and
\begin{equation}
G_{side}=2.275(0.850)(1.450)\approx2.80\ \mathrm{J/m^2}.
\end{equation}

\textbf{Driving force alone.} From its peak $\frac43G_0=3.03$~J/m$^2$ to arrest, $G_{side}$ falls by about 8\% of the peak. With the toughness frozen at its onset value, $0.159$~J/m$^2$, the arrested side would be driven at 17.6 times its toughness. It would not stop at any greater width, since $G_{side}$ stays above $G_0$ for all $s<\frac23$ and the onset toughness lies far below $G_0$.

\textbf{Mode shift.} At arrest $t=1.19$, so $|\psi|=37.9^\circ+50.0^\circ=87.9^\circ$. Bending alone would give $0.10/\cos^2(0.9\times37.9^\circ)\approx0.15$~J/m$^2$; including the membrane force raises the toughness to $2.80$~J/m$^2$. Even if the drive stayed at its peak, the tabulated toughness would exceed it before $13\,\mu$m. The mode shift therefore causes the arrest, and the decline in drive only moves it slightly inward.

\textbf{Front budget.} The circular estimate gives $t_{tip}=0.62$, $|\psi|_{tip}=69.7^\circ$ and tip toughness $0.47$~J/m$^2$. The interpolated mean is $\bar\Gamma_f\approx0.88$~J/m$^2$, below
\begin{equation}
G_{ss}=2.275(0.850)^2\approx1.64\ \mathrm{J/m^2}.
\end{equation}
On this estimate the front has an energy surplus while the side is at balance. If $|\psi|$ grew linearly from tip to side instead, the mean would be about $1.14$~J/m$^2$, and a smaller surplus would remain. A truly quasi-static front would have $\bar\Gamma_f=G_{ss}$, so a surplus means either that the real front has a different shape and mode from those estimated here, or that it moves too fast for the quasi-static picture. The circular edge itself has $G\approx2.30$~J/m$^2$. That is a local value for another geometry, and it does not replace the width average $G_{ss}$.

The required toughness contrast at this width is $1+1/t^2\approx1.71$. With the same estimated front angles, $\lambda=0.1$, $0.2$ and $0.3$ supply about $3.2$, $2.0$ and $1.5$. On this estimate the first two meet the requirement and the third does not, although it satisfies the necessary limit $\lambda<0.58$. The case $\lambda=0.2$ is marginal: linear growth of $|\psi|$ along the front would give ratios of about $2.46$, $1.69$ and $1.39$, and only $\lambda=0.1$ would then pass. This comparison holds the width fixed and concerns ratios only; it does not locate the critical $\lambda$ for other widths. With $\Gamma_I=0.10$~J/m$^2$ the sides would not arrest at all for $\lambda=0.2$ or $0.3$ while the faces are open, since the side toughness stays below $0.10/\cos^2 72^\circ\approx1.05$~J/m$^2<G_0$; a larger $\Gamma_I$ would be needed.

\section{Range of validity}

Arrest lies close to face closure, at $13.1\,\mu$m, so contact and friction would matter after little further widening. Elastic mismatch would change $\omega$. The slopes are small enough for a shallow plate: the crest height is $1.38\,\mu$m, and the greatest slope is $\pi(1.38)/(2\times12.28)\approx0.18$. Perfect clamping is a rougher assumption. Elastic rotation at the film edge, together with transverse shear in the film, lowers the buckling half-width from $4.75$ to about $4.4\,\mu$m. The widths quoted above, the onset at $4.80\,\mu$m in particular, therefore belong to the clamped model. Including the elastic compliance of the edges raises $G_{side}$ by 6 to 10\% between $9$ and $13\,\mu$m, and moves arrest to about $12.9\,\mu$m and face closure to about $13.7\,\mu$m; arrest by the mode shift remains.

The straight strip also retains a longitudinal compression $(1-\nu)\sigma+\nu\sigma_c$, because only its transverse strain is free to relax. This compression can make the strip wavy in two ways. The first occurs very near onset. Let $y$ run along the strip and multiply the straight shape $1+\cos(\pi x/b)$ by $\sin ky$. At $\sigma=\sigma_c$ the plate energy of this small deflection, measured from the flat film, is proportional to $(kb)^2[3(kb)^2-\pi^2]$, while that of the straight shape is zero. It is negative for $kb<\pi/\sqrt3$. Alone, this deflection would push half of the film into the substrate, but a fraction of it added to the straight shape keeps $w\ge0$ and still lowers the energy, because the cross terms average out along $y$. A row of bumps is therefore preferred there: the straight strip is unstable to such a modulation up to $\sigma/\sigma_c\approx1.05$, and the onset at $4.80\,\mu$m describes only a buckle assumed to be straight. The second occurs far from onset: for $\nu=0.3$ and clamped, fixed sides, a sideways undulation sets in at $\sigma/\sigma_c\approx6.55$, and a symmetric modulation follows closely at about $6.75$, so small changes in the edge conditions could alter which pattern appears. The arrest found above, at $\sigma/\sigma_c=6.67$, lies just beyond this limit. The example therefore shows how the mode shift balances the drive on a straight side, but a real film with these parameters would be expected to start undulating at about that width instead of remaining straight.

\section*{Computed values}
\begin{verbatim}
Young modulus E = 100 GPa, Poisson ratio = 0.3
plane-strain modulus E' = 109.89 GPa
film thickness h = 500 nm, stress sigma = 1.0 GPa
Gamma_I = 0.10 J/m^2, lambda = 0.1
omega from crack equations = 52.08 deg
shear-load phase: computed -68.10 deg, predicted -67.92 deg
largest Ritz error of G_side/G0 = 3.5e-06
G0 = 2.2750 J/m^2
buckling half-width b0 = 4.753 um
half-width of peak G_side = 8.233 um
face-closure half-width = 13.095 um
face-closure sigma/sigma_c = 7.589
widening: b (um), |psi| (deg), G_side, Gamma_side, G_ss (J/m^2)
    5.0   47.19   0.8122   0.1838   0.0210
    7.0   66.31   2.9219   0.3925   0.6606
    9.0   76.72   3.0132   0.7819   1.1828
   11.0   84.14   2.8867   1.6452   1.5047
   12.0   87.14   2.8209   2.4824   1.6171
   13.0   89.77   2.7613   3.9034   1.7073
onset half-width = 4.796 um
onset |psi| = 41.77 deg
onset side toughness = 0.1593 J/m^2
arrest half-width = 12.279 um
arrest s = 0.1499, sigma/sigma_c = 6.673
arrest crest height = 1.375 um
arrest side t = 1.1909
arrest side |psi| = 87.90 deg
arrest G_side = Gamma_side = 2.8036 J/m^2
G_side at arrest / onset toughness = 17.60
circular-edge t = 0.6182, tip |psi| = 69.65 deg
circular-edge G = 2.3037 J/m^2
circle G, energy/edge ratio = 1.00000
tip toughness = 0.4748 J/m^2
estimated mean front toughness = 0.8796 J/m^2
front mean release rate G_ss = 1.6443 J/m^2
required side/front toughness ratio = 1.705
same width: lambda, estimated side/front toughness ratio
  0.1 3.187
  0.2 1.980
  0.3 1.544
\end{verbatim}
